# Why a Film Crack Can Stop Short of a Stiffer Substrate

## A driving force that falls as the crack lengthens

A 6 µm film on a much stiffer substrate carries a tensile stress of 60 MPa. A crack cuts into it from the free surface. With 1.8 µm of film still uncut, the energy release rate is 3.26 J/m². With 60 nm uncut it is 1.11 J/m², although the crack is longer. If film and substrate had the same elastic constants, it would have gone on rising.

The model is as follows. The film (medium 1, thickness $h$) is perfectly bonded to a thick substrate (medium 2). Both are isotropic, linear elastic and in plane strain, with shear modulus $\mu$, Poisson ratio $0\le\nu<1/2$, $\kappa=3-4\nu$ and $\bar E=E/(1-\nu^2)$. Misfit gives the uncracked film a uniform stress $\sigma$ parallel to the interface. The crack has depth $a$ and leaves a ligament $l=h-a$.

Opening the crack relaxes the traction on its faces linearly from $\sigma$ to zero while the opening grows from zero to $\delta$. Per unit length along the crack front this releases
$$U=\tfrac12\int\sigma\,\delta\,da',\qquad G=\frac{dU}{da}=-\frac{dU}{dl},$$
where $a'$ runs over the crack depth. Slow growth needs $G$ to reach the toughness $\Gamma$.

## First contribution: crack length

With equal elastic constants, $a$ is the one length in the problem, so $G\propto\sigma^2a/\bar E_1$. A finite-element solution at $a/h=0.5$ gives $G=1.976\,\sigma^2h/\bar E_1$, hence $G_{\rm uniform}=3.95\,\sigma^2a/\bar E_1$.

Dividing the computed $G$ of the real film by this value isolates the effect of the substrate:

| $l/h$ | $G\bar E_1/\sigma^2h$ | $G/G_{\rm uniform}$ |
|---|---|---|
| 0.95 | 0.196 | 0.99 |
| 0.5 | 1.442 | 0.73 |
| 0.1 | 1.308 | 0.37 |
| 0.01 | 0.548 | 0.14 |
| 0.001 | 0.212 | 0.05 |

A shallow crack hardly feels the substrate. Near the interface the length factor saturates at $a\approx h$, and the substrate factor decides the outcome.

## Second contribution: stress ahead and opening behind

Let the tip stand at ligament $l\ll h$ and cut the rest of the film. The traction $\sigma_l(s)$ on the ligament, at distance $s$ from the interface, relaxes to zero while the opening there grows to $\delta_0(s)$, the opening of a crack that touches the interface. Therefore
$$U(0)-U(l)=\tfrac12\int_0^l\sigma_l(s)\,\delta_0(s)\,ds .\tag{1}$$

Suppose the touching crack has the leading near-tip field
$$\text{stress}\sim S\,r^{\lambda-1},\qquad \delta_0\sim S\,s^{\lambda}/\bar E_1,\qquad 0<\lambda<1 .$$
The amplitude $S$ is set by the whole film, so by dimensions $S\propto\sigma h^{1-\lambda}$. Seen from distances $l\ll r\ll h$, the crack with a small ligament looks like the touching crack. Within the region of size $l$ no other length matters, so $\sigma_l(s)=S\,l^{\lambda-1}f(s/l)$. The bounded stress due directly to misfit is negligible beside this as $l\to0$.

Putting $s=lt$ in (1) collects three factors: $l$ from the length cut, $l^{\lambda-1}$ from the stress and $l^\lambda$ from the opening. Thus $U(0)-U(l)\propto S^2l^{2\lambda}/\bar E_1$. Differentiating with respect to $l$,
$$\boxed{G\simeq C\,\frac{\sigma^2h}{\bar E_1}\left(\frac lh\right)^{2\lambda-1}}\tag{2}$$
with $C$ a number fixed by the elastic constants. In a uniform body $\lambda=1/2$: the growth of the stress and the loss of opening cancel, and $G$ stays finite. If $\lambda>1/2$, $G$ vanishes with the ligament. It remains to find $\lambda$.

## The general elastic field

Place the origin where the touching crack meets the interface, with the real axis of $z=re^{i\theta}$ pointing into the substrate. Let $D=u_x+iu_y$, $e=\partial_xu_x+\partial_yu_y$, $\omega=\partial_xu_y-\partial_yu_x$, and let $\Lambda=2\mu\nu/(1-2\nu)$ be the first Lamé constant. Equilibrium reads
$$(\Lambda+2\mu)\partial_xe-\mu\partial_y\omega=0,\qquad(\Lambda+2\mu)\partial_ye+\mu\partial_x\omega=0 .$$
These are the Cauchy–Riemann equations for $(\Lambda+2\mu)e+i\mu\omega$, which is therefore analytic. Call it $(\kappa+1)\varphi'(z)$. Since $(\Lambda+2\mu)/\mu=(\kappa+1)/(\kappa-1)$, we have $\mu e=(\kappa-1)\,{\rm Re}\,\varphi'$ and $\mu\omega=(\kappa+1)\,{\rm Im}\,\varphi'$. Hence $2\mu\,\partial_zD=\mu(e+i\omega)=\kappa\varphi'-\overline{\varphi'}$, and integration over $z$ gives
$$2\mu D=\kappa\varphi-z\overline{\varphi'}-\overline{\psi},$$
with $\psi$ analytic. Hooke's law then gives $\sigma_{xx}+\sigma_{yy}=4\,{\rm Re}\,\varphi'$ and $\sigma_{yy}-\sigma_{xx}+2i\sigma_{xy}=-4\mu\,\overline{\partial_{\bar z}D}=2(\bar z\varphi''+\psi')$. Rotating to polar axes multiplies the second combination by $e^{2i\theta}$, so
$$\sigma_{\theta\theta}+i\sigma_{r\theta}=\varphi'+\overline{\varphi'}+e^{2i\theta}(\bar z\varphi''+\psi').$$

For $\varphi=Az^\lambda$, $\psi=Bz^\lambda$, the traction divided by $\lambda r^{\lambda-1}$ and the displacement $2\mu(u_r+iu_\theta)=2\mu e^{-i\theta}D$ divided by $r^\lambda$ are
$$T=\lambda Ae^{i(\lambda-1)\theta}+\bar Ae^{-i(\lambda-1)\theta}+Be^{i(\lambda+1)\theta},$$
$$V=\kappa Ae^{i(\lambda-1)\theta}-\lambda\bar Ae^{-i(\lambda-1)\theta}-\bar Be^{-i(\lambda+1)\theta}.$$

## Joining film and substrate

The substrate fills $|\theta|<\pi/2$, and one half of the film fills $\pi/2<\theta<\pi$. Mirror symmetry makes the substrate coefficients $A_2=\alpha$, $B_2=\beta$ real.

In the film put $c=A_1e^{i(\lambda-1)\pi}$. The free face, $T=0$ at $\theta=\pi$, gives $B_1e^{i(\lambda+1)\pi}=-(\lambda c+\bar c)$. At the interface $\theta=\pi/2$ write $w=e^{i\lambda\pi/2}$, so that $e^{i(\lambda-1)\pi/2}=-iw$ and $e^{i(\lambda+1)\pi/2}=iw$. Substitution gives
$$T_1=i[2\lambda c\bar w+\bar c(\bar w-w)],\qquad T_2=i[\alpha(\bar w-\lambda w)+\beta w],$$
$$V_1=i[(\kappa_1\bar w+w)c+2\lambda w\bar c],\qquad V_2=-i[(\kappa_2w+\lambda\bar w)\alpha-\beta\bar w].$$

Let $Q=w^2=e^{i\lambda\pi}$ and $m=\mu_1/\mu_2$. Multiply $T_1=T_2$ by $\bar w/i$ and take the complex conjugate:
$$\beta=2\lambda Q\bar c+(Q-1)c-(Q-\lambda)\alpha .\tag{3}$$
Equal displacements mean $V_1=mV_2$. Multiplied by $w/i$, this is
$$(\kappa_1+Q)c+2\lambda Q\bar c=-m[(\kappa_2Q+\lambda)\alpha-\beta].$$
Eliminating $2\lambda Q\bar c$ with (3),
$$(\kappa_1+1)c=(1-m)(\lambda\alpha-\beta)-(1+m\kappa_2)Q\alpha .$$

Define the real quantities $g=\lambda\alpha-\beta$, $P=(1-m)/(\kappa_1+1)$ and $R=(1+m\kappa_2)/(\kappa_1+1)$. Then $c=Pg-RQ\alpha$, while (3) reads $2\lambda Q\bar c+(Q-1)c-Q\alpha+g=0$. Inserting $c$ and $\bar c=Pg-R\bar Q\alpha$,
$$g\,[P(2\lambda+1)Q+1-P]=\alpha\,[2\lambda R+RQ^2+(1-R)Q].$$
A nonzero solution with real $g,\alpha$ requires the right bracket times the conjugate of the left bracket to be real. Its imaginary part is
$$\sin\lambda\pi\,\{PR(1-4\lambda^2)+(1-P)(2R\cos\lambda\pi+1-R)\}=0 .$$
The sine has no zero for $0<\lambda<1$. Dividing the brace by $R(1-P)$ gives
$$F(\lambda)=2\cos\lambda\pi-p(4\lambda^2-1)-q=0,\tag{4}$$
$$p=\frac{1-m}{\kappa_1+m},\qquad q=\frac{m\kappa_2-\kappa_1}{1+m\kappa_2}.$$

## What "stiffer" must mean

At the ends, $F(0)=2+p-q>0$, because $p>-1$ and $q<1$. Also $F(1)=-(2+3p+q)$. Over the common denominator $(\kappa_1+m)(1+m\kappa_2)$, the numerator of $2+3p+q$ is
$$(2\kappa_1+3-m)(1+m\kappa_2)+(m\kappa_2-\kappa_1)(\kappa_1+m).$$
The $m^2$ terms cancel, leaving $(1+\kappa_1)[3-\kappa_1+m(3\kappa_2-1)]$. This is positive since $1<\kappa\le3$, so $F(1)<0$.

For $p\ge0$, $F'=-2\pi\sin\lambda\pi-8p\lambda<0$ and there is one real root. For $-1<p<0$, the inequality $\sin\lambda\pi\ge2\lambda$ on $(0,1/2)$ gives $F'\le(8-4\pi)\lambda<0$ there. On $(1/2,1)$, $F''=-2\pi^2\cos\lambda\pi-8p>0$, and a convex function with $F(1)<0$ has one zero there if $F(1/2)>0$ and none otherwise. Again there is one real root.

Since $F(1/2)=-q$, the root exceeds $1/2$ exactly when $q<0$:
$$\boxed{\lambda>\tfrac12\iff\frac{\mu_2}{\kappa_2}>\frac{\mu_1}{\kappa_1}}\tag{5}$$

The boundary conditions are linear equations whose determinant is analytic in $\lambda$, so (4), continued analytically, also governs complex exponents. A complex root $x+iy$ with $0<x<1$ could compete. For $p\ge0$ it cannot exist, because ${\rm Im}\,F=-2\sin\pi x\sinh\pi y-8pxy$ has the sign opposite to $y$. This covers every substrate with $\mu_2\ge\mu_1$. For $p<0$ I have no proof. A contour count over $|y|\le3$ found a single root for each of 40 random pairs with $\mu_2/\mu_1$ between 0.1 and 10, a sample that includes both signs of $p$.

Condition (5) is not a comparison of Young's moduli. Take $\nu_1=0.45$, $\nu_2=0.10$ and $\mu_2/\mu_1=1.90$. The substrate then has the larger $E$ (by a factor of 1.44) and the larger $\bar E$ (by a factor of 1.16), yet $(\mu_2/\kappa_2)/(\mu_1/\kappa_1)=0.877$. The predicted exponent of $G$ is $-0.0193$ and the finite-element slope is $-0.0198$: $G$ grows, slowly, as the ligament shrinks.

## Weighing the factors in the example

Rough values in the regime of an organosilicate glass film on silicon are $E_1=10$ GPa, $\nu_1=0.25$, $E_2=160$ GPa, $\nu_2=0.22$ and $\Gamma=2$ J/m². They give $\kappa_1=2.00$, $\kappa_2=2.12$ and $m=0.0610$, so
$$p=\frac{0.939}{2.061}=0.456,\qquad q=\frac{0.129-2}{1.129}=-1.657,$$
and (4) yields $\lambda=0.706$, $2\lambda-1=0.411$.

The term $q$ fixes the sign of the effect; $p$ changes its size. With $p$ set to zero and $q$ kept, $2\cos\lambda\pi=q$ would give $\lambda=0.81$ and an exponent of 0.62. Here $p$ removes about a third of that.

Now shorten a small ligament tenfold. The stress scale rises by $10^{0.294}=1.97$, against 3.16 in a uniform body. The opening scale falls to $10^{-0.706}=0.197$, against 0.316. Each is 0.62 of its uniform value, so the two contribute equally to the loss, and $G$ falls to $1.97\times0.197=0.39$ of its value. The finite-element ratio between $l/h=10^{-3}$ and $10^{-4}$ is $0.0821/0.2124=0.39$. That solution does not use $\lambda$; its opening exponent for a touching crack is 0.706.

This is the mechanical reason for arrest. The substrate restrains the opening at the root of the crack. The stress still diverges there, but too weakly to make up for the lost opening.

Two limits show the range. For a rigid substrate, $m\to0$, so $p=1/\kappa_1$ and $q=-\kappa_1$; with $\nu_1=0.25$, (4) gives $\lambda=0.745$ and an exponent of 0.49. For weak mismatch put $\lambda=1/2+\epsilon$. To first order $-2\pi\epsilon-4p\epsilon-q=0$, hence
$$2\lambda-1\simeq\frac{-q}{\pi+2p}.$$
A substrate 1.5 times stiffer with equal $\nu=0.25$ has exponent 0.084. Halving $G$ then takes a ligament about 3800 times shorter, against 5.4 times in the example. The limit $G\to0$ still holds in the continuum, but it may lie below atomic size.

## Start and arrest

With $\bar E_1=10.67$ GPa,
$$\frac{\sigma^2h}{\bar E_1}=\frac{(60\times10^6)^2\times6\times10^{-6}}{10.667\times10^9}=2.025\ {\rm J/m^2}.$$
The computed $G$ equals 2 J/m² twice. The first crossing is at a depth of 1.72 µm, where $G$ rises with depth and a flaw becomes unstable. This depth holds for a flaw that is long along its front, as plane strain assumes; a short flaw, and its sideways spread as a channel, lie outside the model. The second is at a ligament of 0.27 µm, where $G$ falls with depth and a slow crack stops stably.

Law (2) with $C=3.64$ estimates the second crossing as $l/h=(0.988/3.64)^{1/0.411}=0.042$, against 0.044 from the full solution. At fixed $h$ and $\Gamma$ it gives $l\propto\sigma^{-2/(2\lambda-1)}=\sigma^{-4.9}$, so by this law 10% more stress shortens the arrested ligament by about 37%; the full curve of $G$ gives 39%.

## Weighing what the model omits

**Kinetic energy.** Between the crossings the crack gains a surplus $\int(G-\Gamma)\,da=3.43$ µJ/m. Reaching the interface from the arrest point costs only 0.15 µJ/m, 23 times less. In this energy balance, a crack that bursts from the 1.72 µm flaw is stopped short only if more than about 96% of the surplus is lost, for instance to sound or heat. The arrest point is thus a quasi-static result, and this is the largest reservation.

**Moisture.** If moisture halves the toughness, the ligament shrinks from 266 to 46–47 nm.

**Process zone.** With an assumed strength of $E_1/10=1$ GPa, the strip-zone estimate $(\pi/8)\bar E_1\Gamma/(1\,{\rm GPa})^2$ is 8 nm, about 3% of the ligament. At about 120 MPa, with $h$ and $\Gamma$ fixed, ligament and zone would be equal, and elastic arrest would lose its meaning.

**Crystal direction.** The stiffness of silicon depends on direction. Trial values of 130 and 188 GPa for $E_2$, used only to test the sensitivity, change the exponent to 0.396 and 0.422. With $C$ held fixed, (2) moves the ligament by about $-12$% or $+8$%. These isotropic trials overstate the effect of direction. With the cubic constants of silicon ($C_{11},C_{12},C_{44}=165.7,\ 63.9,\ 79.6$ GPa) and a (001) surface, the plane-strain ligament moves by only about $-2$% for a crack along ⟨100⟩ and $+3$% for one along ⟨110⟩.

**Debonding.** In plane strain, a long debond frees $\sigma^2h/(2\bar E_1)=1.0$ J/m² of the film's stored energy. An interface weaker than this could let a long debond spread, and perfect bonding would fail. Short debonds at the crack root are not covered by this estimate.

The moduli, stress and toughness are rough values, and the film of the example is thick enough for a crack to run. Since $G\propto h$ at fixed $l/h$ and $\sigma$, a 0.5 µm film would have a peak of only $3.26/12=0.27$ J/m², too little for growth at this toughness. Where a crack does run, moisture and inertia matter most among the effects on the ligament estimated here: a halved toughness shortens it about sixfold in this example, and inertia can remove it. The numerical output below gives the full curve of $G$.

## Computed values

```
film E1 = 10 GPa, nu1 = 0.25, kappa1 = 2.00
substrate E2 = 160 GPa, nu2 = 0.22, kappa2 = 2.12
h = 6.0 um, sigma = 60 MPa, toughness = 2.0 J/m^2
mu2/mu1 = 16.393, m = mu1/mu2 = 0.06100
p = 0.4556, q = -1.6565
lambda = 0.70572, exponent of G = 0.41143
Ebar1 = 10.667 GPa, sigma^2 h/Ebar1 = 2.0250 J/m^2
determinant test: 40 pairs, largest lambda gap 2.4e-14
uniform half-plane, a/h=0.5: G = 1.9758, edge-crack value 1.9757 (sigma^2 h/Ebar1)
l/h, G/(sigma^2 h/Ebar1), G in J/m^2, G/(G0 (l/h)^exponent):
  0.0001  0.0821  0.1662  3.6294
  0.0010  0.2124  0.4302  3.6435
  0.0100  0.5480  1.1097  3.6444
  0.0300  0.8510  1.7232  3.6015
  0.1000  1.3080  2.6487  3.3732
  0.2000  1.5518  3.1424  3.0089
  0.3000  1.6098  3.2598  2.6418
  0.4000  1.5629  3.1649  2.2786
  0.5000  1.4421  2.9202  1.9180
  0.6000  1.2606  2.5527  1.5555
  0.7000  1.0234  2.0724  1.1852
  0.8000  0.7313  1.4808  0.8016
  0.9000  0.3858  0.7813  0.4029
  0.9500  0.1962  0.3973  0.2004
slope of ln G, l/h 1e-4 to 1e-3: 0.4131
slope of ln opening, touching crack: 0.7058
energy released, last half of film: from U 0.7110, from G 0.7109 (sigma^2 h^2/Ebar1)
shift of G at l/h=0.1: finer mesh 0.014 %, wider domain -0.003 %
peak G = 3.260 J/m^2 at l/h = 0.298
toughness/(sigma^2 h/Ebar1) = 0.9877
starting flaw depth = 1.720 um
arrest ligament = 0.2658 um, l/h = 0.0443
direct G at arrest ligament = 2.0000 J/m^2
counterexample nu1 = 0.45, nu2 = 0.1; ratios 2/1: mu 1.90, E 1.441, Ebar 1.161
  (mu2/kappa2)/(mu1/kappa1) = 0.877
  exponent of G: root -0.0193, finite elements -0.0198
kinetic: surplus before arrest point 3.431 uJ/m, deficit to interface 0.150 uJ/m
  surplus/deficit = 22.888
toughness halved by moisture: ligament 0.0465 um
process zone at strength E1/10 = 1.0 GPa: 8.38 nm
stress at which arrest ligament = process zone: 120.8 MPa
exponent for E2 = 130 and 188 GPa: 0.3959, 0.4219
steady debonding drive sigma^2 h/(2 Ebar1) = 1.0125 J/m^2
substrate 1.5 times stiffer, equal nu: exponent 0.0842
  factor in l that halves G: 3.76e+03; in the example: 5.39
```
